# Hexagon states, loop states and the kagome flat-band touching: verification in Python

```python
"""Kagome flat band: hexagon states, loop states and the band touching.

Result under test: on a periodic torus of N cells the N hexagon states have
rank N-1; two noncontractible loops raise it to N+1, the full degeneracy at
E = -2t. One band holds N states, so a second band touches at Gamma.
Any short-range H with the hexagons as eigenstates has this touching, but
linear dependence of a compact set alone does not imply one.

Symbols: t hopping (energy unit), a lattice constant (length unit),
k1, k2 = k.a1, k.a2; sublattices A, B, C = 0, 1, 2 at 0, a1/2, a2/2.
"""
import itertools
import numpy as np
from scipy.linalg import null_space

rng = np.random.default_rng(7)
t = 1.0
a1 = np.array([1.0, 0.0])
a2 = np.array([0.5, np.sqrt(3) / 2])
basis_pos = [0 * a1, a1 / 2, a2 / 2]

# Bonds are found from distances only: (s, s2, cell offset of s2).
offsets = list(itertools.product((-1, 0, 1), repeat=2))
bonds = []
for s, s2 in itertools.product(range(3), repeat=2):
    for d in offsets:
        sep = basis_pos[s2] + d[0] * a1 + d[1] * a2 - basis_pos[s]
        if abs(np.linalg.norm(sep) - 0.5) < 1e-9:
            bonds.append((s, s2, d))
coordination = [sum(b[0] == s for b in bonds) for s in range(3)]
assert coordination == [4, 4, 4]

# Hexagon state: (sublattice, cell offset, amplitude).
hexagon = [(0, (0, 1), 1), (0, (1, 0), -1), (1, (0, 0), 1),
           (1, (0, 1), -1), (2, (1, 0), 1), (2, (0, 0), -1)]
chirality = np.array([[0, 1, -1], [-1, 0, 1], [1, -1, 0]])


def bloch_h(k1, k2, lam=0.0):
    """Bloch Hamiltonian; lam is an imaginary hopping circulating in triangles."""
    h = np.zeros((3, 3), complex)
    for s, s2, d in bonds:
        h[s, s2] += (t + 1j * lam * chirality[s, s2]) * np.exp(
            1j * (k1 * d[0] + k2 * d[1]))
    return h


def hexagon_bloch(k1, k2):
    """Fourier sum of the hexagon amplitudes."""
    f = np.zeros(3, complex)
    for s, d, amp in hexagon:
        f[s] += amp * np.exp(-1j * (k1 * d[0] + k2 * d[1]))
    return f


def site(n1, n2, s, L1, L2):
    return 3 * ((n1 % L1) * L2 + n2 % L2) + s


def torus_h(L1, L2, theta):
    """Real-space H; theta is the boundary phase along a1."""
    h = np.zeros((3 * L1 * L2,) * 2, complex)
    for n1, n2 in itertools.product(range(L1), range(L2)):
        for s, s2, d in bonds:
            i = site(n1, n2, s, L1, L2)
            j = site(n1 + d[0], n2 + d[1], s2, L1, L2)
            h[i, j] += t * np.exp(1j * theta * ((n1 + d[0]) // L1))
    return h


def torus_hexagons(L1, L2, theta):
    """All hexagon states as columns."""
    cols = np.zeros((3 * L1 * L2, L1 * L2), complex)
    for n1, n2 in itertools.product(range(L1), range(L2)):
        for s, d, amp in hexagon:
            i = site(n1 + d[0], n2 + d[1], s, L1, L2)
            wrap = (n1 + d[0]) // L1
            cols[i, n1 * L2 + n2] += amp * np.exp(-1j * theta * wrap)
    return cols


def torus_loops(L1, L2):
    """Row loops (A, B sites) and column loops (A, C sites) as columns."""
    rows = np.zeros((3 * L1 * L2, L2))
    columns = np.zeros((3 * L1 * L2, L1))
    for n1, n2 in itertools.product(range(L1), range(L2)):
        rows[site(n1, n2, 0, L1, L2), n2] = 1
        rows[site(n1, n2, 1, L1, L2), n2] = -1
        columns[site(n1, n2, 0, L1, L2), n1] = 1
        columns[site(n1, n2, 2, L1, L2), n1] = -1
    return rows, columns


def rank(m):
    return int(np.linalg.matrix_rank(m, tol=1e-8))


def degeneracy(h, energy):
    return int(np.sum(np.abs(np.linalg.eigvalsh(h) - energy) < 1e-8))


print("Energies in units of t, lengths in units of a")
print("Torus counts: hex = rank of hexagons, +1, +2 = with loops,")
print("deg = number of eigenvalues at -2t from diagonalization")
for L1, L2 in [(3, 3), (4, 3), (5, 5), (6, 4)]:
    N = L1 * L2
    h = torus_h(L1, L2, 0.0)
    hexes = torus_hexagons(L1, L2, 0.0)
    rows, columns = torus_loops(L1, L2)
    for states in (hexes, rows, columns):
        assert np.max(np.abs(h @ states + 2 * t * states)) < 1e-12
    assert np.max(np.abs(hexes.sum(axis=1))) < 1e-12
    r0 = rank(hexes)
    r1 = rank(np.hstack([hexes, rows[:, :1]]))
    r2 = rank(np.hstack([hexes, rows[:, :1], columns[:, :1]]))
    r_parallel = rank(np.hstack([hexes, rows]))
    r_all = rank(np.hstack([hexes, rows, columns]))
    deg = degeneracy(h, -2 * t)
    assert (r0, r1, r2, deg) == (N - 1, N, N + 1, N + 1)
    assert r_parallel == r1 and r_all == r2
    twisted_rank = rank(torus_hexagons(L1, L2, np.pi))
    twisted_h = torus_h(L1, L2, np.pi)
    twisted_hex = torus_hexagons(L1, L2, np.pi)
    assert np.max(np.abs(twisted_h @ twisted_hex + 2 * t * twisted_hex)) < 1e-12
    twisted_deg = degeneracy(twisted_h, -2 * t)
    assert twisted_rank == twisted_deg == N
    print(f"{L1}x{L2}: N={N} hex={r0} +1={r1} +2={r2} deg={deg}; "
          f"antiperiodic: hex={twisted_rank} deg={twisted_deg}")

# Details on the last torus, 6 x 4.
print(f"Sites on the {L1}x{L2} torus: {3 * N}")
print(f"Rank with all {L2} row loops added to hexagons: {r_parallel}")
print(f"Rank with all row and column loops added: {r_all}")
row_sums = rows[:, 0].reshape(N, 3).sum(axis=0)
col_sums = columns[:, 0].reshape(N, 3).sum(axis=0)
hex_sums = hexes.reshape(N, 3, N).sum(axis=0)
assert np.max(np.abs(hex_sums)) < 1e-12
assert rank(np.array([row_sums, col_sums])) == 2
print("Sublattice sums (A,B,C), row loop:", row_sums.astype(int).tolist())
print("Sublattice sums (A,B,C), column loop:", col_sums.astype(int).tolist())
gram = np.linalg.eigvalsh(hexes.conj().T @ hexes)
formula = sorted(6 - 2 * np.cos(p) - 2 * np.cos(q) - 2 * np.cos(p - q)
                 for p in 2 * np.pi * np.arange(L1) / L1
                 for q in 2 * np.pi * np.arange(L2) / L2)
assert np.allclose(gram, formula, atol=1e-10)
print(f"Hexagon Gram eigenvalues: smallest {abs(gram[0]):.4f}, "
      f"next {gram[1]:.4f}, largest {gram[-1]:.4f}")

# Band formulas and the hexagon Bloch vector at random momenta.
for k1, k2 in rng.uniform(-np.pi, np.pi, (30, 2)):
    z1, z2 = np.exp(-1j * k1), np.exp(-1j * k2)
    g = abs(1 + z1 + z2)
    expected = [-2 * t, t * (1 - g), t * (1 + g)]
    assert np.allclose(np.linalg.eigvalsh(bloch_h(k1, k2)), expected, atol=1e-11)
    f = hexagon_bloch(k1, k2)
    assert np.allclose(f, np.cross([1, 1, 1], [1, z1, z2]), atol=1e-12)
    assert abs(np.vdot(f, f).real - (9 - g**2)) < 1e-11
gamma = np.linalg.eigvalsh(bloch_h(0, 0))
print("Band energies at Gamma (t):", " ".join(f"{e:.4f}" for e in gamma))

# Quadratic touching, in several Cartesian directions.
ka = 0.01
curvatures = []
for angle in (0.0, 0.4, 1.1):
    k = ka * np.array([np.cos(angle), np.sin(angle)])
    e = np.linalg.eigvalsh(bloch_h(k @ a1, k @ a2))
    curvatures.append((e[1] + 2 * t) / ka**2)
assert np.allclose(curvatures, 0.25 * t, atol=1e-4)
print(f"Touching band: (E+2t)/(ka)^2 at ka={ka}: {curvatures[0]:.5f} t")

# Flat-band eigenvectors reached along two directions differ at Gamma.
eps = 1e-3
v1 = np.linalg.eigh(bloch_h(eps, 0))[1][:, 0]
v2 = np.linalg.eigh(bloch_h(0, eps))[1][:, 0]
overlap = abs(np.vdot(v1, v2))**2
limit1 = np.array([-1, 0, 1]) / np.sqrt(2)
limit2 = np.array([1, -1, 0]) / np.sqrt(2)
assert abs(abs(np.vdot(limit1, v1)) - 1) < 1e-5
assert abs(abs(np.vdot(limit2, v2)) - 1) < 1e-5
assert abs(overlap - 0.25) < 2e-3
print(f"Squared overlap of flat-band vectors at k=({eps},0) and (0,{eps}): "
      f"{overlap:.4f}")

# General Hermitian hoppings up to neighbouring cells, restricted only by
# the condition that the hexagon is an eigenstate at energy zero.
parameters = []
for d in [(0, 0), (1, 0), (0, 1), (1, 1), (1, -1)]:
    for a, b in itertools.product(range(3), repeat=2):
        if d == (0, 0) and a > b:
            continue
        parameters.append((d, a, b, 1.0))
        if d != (0, 0) or a != b:
            parameters.append((d, a, b, 1j))


def general_terms(k1, k2):
    terms = np.zeros((len(parameters), 3, 3), complex)
    for n, (d, a, b, c) in enumerate(parameters):
        value = c * np.exp(1j * (k1 * d[0] + k2 * d[1]))
        terms[n, a, b] += value
        terms[n, b, a] += np.conj(value)
    return terms


conditions = []
for k1, k2 in rng.uniform(-np.pi, np.pi, (60, 2)):
    action = general_terms(k1, k2) @ hexagon_bloch(k1, k2)
    conditions.extend([action.real.T, action.imag.T])
allowed = null_space(np.vstack(conditions), rcond=1e-10)
assert allowed.shape[1] > 4
terms_gamma = general_terms(0, 0)
test_momenta = [(0.9, 0.3), (2.0, -1.1), (-1.4, 2.5), (3.0, 1.7)]
terms_generic = [general_terms(*k) for k in test_momenta]
second_gamma, second_generic = [], []
for _ in range(20):
    coeff = allowed @ rng.normal(size=allowed.shape[1])
    coeff /= np.linalg.norm(coeff)
    e = np.sort(np.abs(np.linalg.eigvalsh(np.tensordot(coeff, terms_gamma, 1))))
    second_gamma.append(e[1])
    others = []
    for terms in terms_generic:
        e = np.sort(np.abs(np.linalg.eigvalsh(np.tensordot(coeff, terms, 1))))
        assert e[0] < 1e-9
        others.append(e[1])
    second_generic.append(max(others))
assert max(second_gamma) < 1e-9
assert min(second_generic) > 1e-3
print(f"General hoppings: {len(parameters)} real parameters, "
      f"{allowed.shape[1]} left free by the hexagon condition")
print(f"20 random models, distance of second level from flat energy:")
print(f"  at Gamma, largest: {max(second_gamma):.1e} (rounding level)")
print(f"  at generic k, smallest over models: {min(second_generic):.4f}")

# An imaginary hopping opens the gap and removes the flatness.
lam = 0.1 * t
grid = 2 * np.pi * np.arange(48) / 48
levels = np.array([np.linalg.eigvalsh(bloch_h(p, q, lam))
                   for p in grid for q in grid])
gap = np.min(levels[:, 1] - levels[:, 0])
width = np.ptp(levels[:, 0])
gap_gamma = levels[0, 1] - levels[0, 0]
assert abs(gap_gamma - 4 * np.sqrt(3) * lam) < 1e-10
assert gap > 0.1 * t and width > 0.01 * t
print(f"Imaginary hopping {lam:.2f} t: gap at Gamma {gap_gamma:.4f} t")
print(f"  smallest direct gap on 48x48 grid {gap:.4f} t, "
      f"lowest-band width {width:.4f} t")

# A gapped flat band with a linearly dependent compact set.
shift1 = np.kron(np.roll(np.eye(L1), 1, axis=0), np.eye(L2))
shift2 = np.kron(np.eye(L1), np.roll(np.eye(L2), 1, axis=0))
mix = shift1 + shift2
dispersive = np.vstack([np.eye(N), mix])
compact = np.vstack([-mix.T, np.eye(N)])
h_gapped = t * dispersive @ dispersive.T
stencil = 4 * np.eye(N) - shift1 - shift1.T - shift2 - shift2.T
dependent = compact @ stencil
assert np.max(np.abs(h_gapped @ dependent)) < 1e-12
flat_count = degeneracy(h_gapped, 0.0)
gap_two_orbital = np.linalg.eigvalsh(h_gapped)[flat_count]
assert flat_count == N and rank(compact) == N
assert rank(dependent) == N - 1
assert rank(np.hstack([dependent, compact])) == N
assert gap_two_orbital > 0.99 * t
print(f"Two-orbital counterexample on {L1}x{L2}: flat states {flat_count}, "
      f"gap {gap_two_orbital:.4f} t")
print(f"  rank of original compact set {rank(compact)}, "
      f"of stencil set {rank(dependent)}")

print("every check passed")
```

Running it gives:

```
Energies in units of t, lengths in units of a
Torus counts: hex = rank of hexagons, +1, +2 = with loops,
deg = number of eigenvalues at -2t from diagonalization
3x3: N=9 hex=8 +1=9 +2=10 deg=10; antiperiodic: hex=9 deg=9
4x3: N=12 hex=11 +1=12 +2=13 deg=13; antiperiodic: hex=12 deg=12
5x5: N=25 hex=24 +1=25 +2=26 deg=26; antiperiodic: hex=25 deg=25
6x4: N=24 hex=23 +1=24 +2=25 deg=25; antiperiodic: hex=24 deg=24
Sites on the 6x4 torus: 72
Rank with all 4 row loops added to hexagons: 24
Rank with all row and column loops added: 25
Sublattice sums (A,B,C), row loop: [6, -6, 0]
Sublattice sums (A,B,C), column loop: [4, 0, -4]
Hexagon Gram eigenvalues: smallest 0.0000, next 2.0000, largest 8.7321
Band energies at Gamma (t): -2.0000 -2.0000 4.0000
Touching band: (E+2t)/(ka)^2 at ka=0.01: 0.25000 t
Squared overlap of flat-band vectors at k=(0.001,0) and (0,0.001): 0.2500
General hoppings: 81 real parameters, 18 left free by the hexagon condition
20 random models, distance of second level from flat energy:
  at Gamma, largest: 1.8e-15 (rounding level)
  at generic k, smallest over models: 0.2591
Imaginary hopping 0.10 t: gap at Gamma 0.6928 t
  smallest direct gap on 48x48 grid 0.6825 t, lowest-band width 0.3464 t
Two-orbital counterexample on 6x4: flat states 24, gap 1.0000 t
  rank of original compact set 24, of stencil set 23
every check passed
```
